# Single-nucleus and multiple-nucleus layer growth of nanowires: test program

```python
"""Layer growth of a nanowire facet: single-nucleus to multiple-nucleus regime.

Result under test, for a disc facet of radius R, areal nucleation rate J,
step speed v, layer height h, Rc = (v/(pi J))^(1/3) and N = (R/Rc)^3:
  small N: axial rate G = h pi J R^2 [1 - (128/(45 pi)) N + O(N^2)]
  large N: G -> c h (J v^2)^(1/3), with
           (pi/3)^(1/3)/Gamma(4/3) <= c <= e (2 pi)^(1/3)/3
The two laws meet near Rc. Nuclei form on all exposed terraces; islands are
discs that spread at speed v and merge within their layer.
'yield' below means completed layers per nucleus, G/(h pi J R^2).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma, gammaln

rng = np.random.default_rng(12345)
pi = np.pi


def disc_points(n):
    r, a = np.sqrt(rng.random(n)), 2 * pi * rng.random(n)
    return r * np.cos(a), r * np.sin(a)


def simulate(rate, torus, replicas, burn, events):
    """Layers per nucleus, and standard error, from spreading discs.

    Unit disc (or periodic unit square), unit step speed; 'rate' is the total
    number of nuclei per unit time. Islands older than 'memory' cover all.
    """
    memory = np.sqrt(0.5) if torus else 2.0
    mean_kept = rate * memory
    width = int(mean_kept + 6 * np.sqrt(mean_kept) + 10)
    px, py = np.zeros((2, replicas, width))
    born = np.full((replicas, width), -1e9)
    height = np.zeros((replicas, width), dtype=np.int64)
    covered = np.zeros(replicas, dtype=np.int64)
    top, now = covered.copy(), np.zeros(replicas)
    for k in range(burn + events):
        now = now + rng.exponential(1 / rate, replicas)
        x, y = rng.random((2, replicas)) if torus else disc_points(replicas)
        dx, dy = px - x[:, None], py - y[:, None]
        if torus:
            dx -= np.rint(dx)
            dy -= np.rint(dy)
        age = now[:, None] - born
        reached = dx * dx + dy * dy <= age * age
        new = 1 + np.maximum(covered, (height * reached).max(axis=1))
        slot = k % width
        assert (age[:, slot] >= memory).all()   # discarded island covers all
        covered = np.maximum(covered, height[:, slot])
        px[:, slot], py[:, slot] = x, y
        born[:, slot], height[:, slot] = now, new
        top = np.maximum(top, new)
        if k == burn - 1:
            start = top.copy()
    result = (top - start) / events
    return result.mean(), result.std(ddof=1) / np.sqrt(replicas)


# ---- mean distances in a unit disc, direct quadrature against closed forms
node, weight = np.polynomial.legendre.leggauss(80)
node, weight = (node + 1) / 2, weight / 2
phi = (np.arange(400) + 0.5) * 2 * pi / 400


def distance_direct(r):
    d = np.sqrt(r * r + node[:, None]**2
                - 2 * r * node[:, None] * np.cos(phi))
    return np.sum(2 * node * weight * d.mean(axis=1))


def distance_rays(r):
    ray = -r * np.cos(phi) + np.sqrt(1 - (r * np.sin(phi))**2)
    return 2 * np.mean(ray**3) / 3


pair_direct = sum(2 * r * w * distance_direct(r) for r, w in zip(node, weight))
pair_formula = 128 / (45 * pi)
rim_formula = 32 / (9 * pi)
assert abs(pair_direct - pair_formula) < 2e-4
assert abs(distance_direct(0.0) - 2 / 3) < 1e-8
assert abs(distance_direct(1.0) - rim_formula) < 2e-4
ray_table = np.array([distance_rays(r) for r in node])


def single_probability(n):
    return np.sum(2 * node * weight * np.exp(-n * ray_table))


# ---- single-nucleus probability, direct sampling of later nuclei at N = 1
trials = 200000
x0, y0 = disc_points(trials)
count = rng.poisson(2.0, trials)
owner = np.repeat(np.arange(trials), count)
x1, y1 = disc_points(owner.size)
delay = 2 * rng.random(owner.size)
on_bare = np.hypot(x1 - x0[owner], y1 - y0[owner]) > delay
extra = np.bincount(owner[on_bare], minlength=trials)
p_sampled = np.mean(extra == 0)
p_formula = single_probability(1.0)
assert abs(p_sampled - p_formula) < 0.006       # about five standard errors
assert abs(extra.mean() - pair_formula) < 0.012
half_N = brentq(lambda n: single_probability(n) - 0.5, 0.1, 3)

# ---- bounds on the plateau constant c
wait = quad(lambda t: np.exp(-pi * t**3 / 3), 0, 8)[0]
c_low = (pi / 3)**(1 / 3) / gamma(4 / 3)
assert abs(1 / wait - c_low) < 1e-7
t, s, q = sp.symbols("t s q", positive=True)
chains = sp.Integer(1)
for k in range(1, 5):                            # q = pi J v^2
    chains = sp.integrate(sp.expand(q * s**2 * chains.subs(t, t - s)),
                          (s, 0, t))
    assert sp.simplify(chains - (2*q)**k * t**(3*k) / sp.factorial(3*k)) == 0
big = 1e5                                        # (2 pi J v^2)^(1/3) t
last = brentq(lambda m: m * np.log(big) - gammaln(m + 1), big, 4 * big)
c_high = np.e * (2 * pi)**(1 / 3) / 3
assert abs(last / big * (2 * pi)**(1 / 3) / 3 - c_high) < 1e-3

# ---- plateau constant on a periodic plane, two sizes
plane = []
for density, reps, burn, events in ((300, 30, 1500, 4000),
                                    (1000, 12, 3000, 6000)):
    y_mean, y_err = simulate(density, True, reps, burn, events)
    plane.append((y_mean * density**(2/3), y_err * density**(2/3)))
c_plane, c_error = plane[1]
assert c_low < c_plane < c_high
assert abs(plane[1][0] - plane[0][0]) < 0.08

# ---- worked example: rough gold-catalysed group-IV wire regime
h, J, v, T = 0.3, 0.002, 2000.0, 750.0           # nm, 1/(nm2 s), nm/s, K
Rc = (v / (pi * J))**(1 / 3)
radii = np.array([10., 20., 40., 80., 160., 320., 640.])
N = (radii / Rc)**3
settings = [(4000, 20, 500), (4000, 20, 500), (3000, 40, 400),
            (2000, 100, 400), (400, 250, 1000), (50, 1000, 3000),
            (8, 3000, 6000)]
runs = [simulate(n, False, *run) for n, run in zip(N, settings)]
layer_yield, yield_error = np.array(runs).T
rates = layer_yield * h * pi * J * radii**2
exponents = np.diff(np.log(rates)) / np.log(2)
for n, g, e in zip(N, layer_yield, yield_error):
    assert 1 / (1 + 5 * n / 3) - 4 * e < g <= 1
    assert g * n**(2/3) * pi**(1/3) < c_high + 0.02
for i in (0, 1):                                 # first-order loss of layers
    loss = 1 - layer_yield[i]
    assert abs(loss - pair_formula*N[i]) < 2*N[i]**2 + 4*yield_error[i]
assert abs(exponents[0] - 2) < 0.05
assert abs(exponents[-1]) < 0.3
plateau = c_plane * h * (J * v**2)**(1 / 3)
assert 0.8 < rates[-1] / plateau < 1.03


def meeting(c):
    return np.sqrt(c) * pi**(-1 / 6)


R_meet = brentq(lambda r: h * pi * J * r**2 - plateau, 1, 1000)
assert abs(R_meet / Rc - meeting(c_plane)) < 1e-8

# ---- sizes of neglected effects, rough model inputs
R = 20.0
kT = const.k * T / const.e                       # eV
drive, critical = 0.1, 10.0                      # eV per atom, atoms
atom_volume, tension = 0.02, 1.0                 # nm3, J/m2
fraction, rim_width = 0.2, 0.4                   # dissolved fraction, nm
edge_cost = 2 * drive * np.sqrt(critical)


def barrier(mu):
    best = minimize_scalar(lambda i: i * mu - edge_cost * np.sqrt(i),
                           bounds=(0.1, 100), method="bounded",
                           options={"xatol": 1e-9})
    return -best.fun


slope = (barrier(drive + 1e-4) - barrier(drive - 1e-4)) / 2e-4
assert abs(slope + critical) < 1e-3
laplace = 2 * tension * 1e-18 / const.e * atom_volume / R
added_exponent = critical * laplace / kT


def depletion(radius):
    used = (pi * radius**2 * h) / (fraction * 2 * pi * radius**3 / 3)
    lowered = drive + kT * np.log(1 - used)
    return used, np.exp(-(barrier(lowered) - barrier(drive)) / kT)


used_R, factor_R = depletion(R)
used_c, factor_c = depletion(Rc)
excess = 1 - np.exp(-drive / kT)
rim_drop = kT * np.log(R / (2 * rim_width))

hx = rng.uniform(-1, 1, 1500000)
hy = rng.uniform(-1, 1, 1500000) * np.sqrt(3) / 2
inside = np.abs(hx) + np.abs(hy) / np.sqrt(3) <= 1
hx, hy = hx[inside], hy[inside]
m = hx.size // 2
hex_distance = np.hypot(hx[:m] - hx[m:2*m], hy[:m] - hy[m:2*m]).mean()
equal_radius = np.sqrt(1.5 * np.sqrt(3) / pi)
hex_ratio = hex_distance / (pair_formula * equal_radius)
assert abs(hex_ratio - 1) < 0.02

# ---- output
print(f"mean pair distance / R: direct {pair_direct:.5f}, "
      f"formula {pair_formula:.5f}")
print(f"mean distance from rim point / R: {rim_formula:.4f}")
print(f"P1 at N=1: sampled {p_sampled:.4f}, formula {p_formula:.4f}")
print(f"mean extra nuclei on bare facet at N=1, sampled: {extra.mean():.4f}")
print(f"P1 = 1/2 at N = {half_N:.4f}, R/Rc = {half_N**(1/3):.4f}")
print(f"bounds on c: {c_low:.4f} to {c_high:.4f}")
for side, (c, e) in zip((300, 1000), plane):
    print(f"c, periodic side {side**(1/3):.2f} (v/J)^(1/3): "
          f"{c:.4f} +- {e:.4f}")
print(f"shift of c with size: {plane[1][0] - plane[0][0]:+.4f}")
print(f"meeting radius / Rc: {meeting(c_plane):.4f}, bounds "
      f"{meeting(c_low):.4f} to {meeting(c_high):.4f}")
print(f"inputs: h = {h} nm, J = {J} nm^-2 s^-1, v = {v:.0f} nm/s, "
      f"T = {T:.0f} K")
print(f"Rc = {Rc:.2f} nm; meeting radius = {R_meet:.2f} nm")
print(f"radius for P1 = 1/2: {Rc * half_N**(1/3):.2f} nm")
print(f"plateau axial rate: {plateau:.3f} nm/s = "
      f"{plateau * 3.6:.2f} um/h")
print("R (nm) | N | layers per nucleus | std error | rate (nm/s) | P1")
for r, n, g, e, a in zip(radii, N, layer_yield, yield_error, rates):
    print(f"{r:5.0f} | {n:.5f} | {g:.5f} | {e:.5f} | {a:.4f} | "
          f"{single_probability(n):.4f}")
for i, p in enumerate(exponents):
    print(f"local exponent {radii[i]:.0f} to {radii[i+1]:.0f} nm: {p:.3f}")
print(f"R=20 nm: nuclei per second {pi*R**2*J:.4f} s^-1, "
      f"mean wait {1/(pi*R**2*J):.4f} s")
print(f"R=20 nm: mean spreading time {5*R/(3*v)*1e3:.3f} ms")
print(f"R=20 nm: uncorrected R^2 rate {h*pi*R**2*J:.4f} nm/s, "
      f"first-order {h*pi*R**2*J*(1-pair_formula*N[1]):.4f} nm/s")
print(f"rough inputs: drive {drive} eV/atom, critical nucleus "
      f"{critical:.0f} atoms, barrier {barrier(drive):.3f} eV")
print(f"rough inputs: atom volume {atom_volume} nm3, tension {tension} J/m2, "
      f"dissolved fraction {fraction}")
print(f"kT = {kT:.5f} eV; Laplace shift at 20 nm = {laplace:.5f} eV/atom")
print(f"exponent added by Laplace pressure at 20 nm: {added_exponent:.2f}")
print(f"share of dissolved atoms used by one layer: 20 nm {used_R:.4f}, "
      f"Rc {used_c:.4f}")
print(f"J after / before one layer, no refill: 20 nm {factor_R:.3f}, "
      f"Rc {factor_c:.3f}")
print(f"share of dissolved atoms in excess of equilibrium: {excess:.3f}")
print(f"barrier drop for rim strip of {rim_width} nm to match facet at 20 nm: "
      f"{rim_drop:.3f} eV")
print(f"hexagon / equal-area disc, mean pair distance: {hex_ratio:.4f}")
print(f"Rc factor if v is doubled: {(2*v/(pi*J))**(1/3)/Rc:.4f}")
print("tests ok")
```

Printed output:

```
mean pair distance / R: direct 0.90541, formula 0.90541
mean distance from rim point / R: 1.1318
P1 at N=1: sampled 0.4091, formula 0.4080
mean extra nuclei on bare facet at N=1, sampled: 0.9047
P1 = 1/2 at N = 0.7715, R/Rc = 0.9172
bounds on c: 1.1372 to 1.6720
c, periodic side 6.69 (v/J)^(1/3): 1.3967 +- 0.0059
c, periodic side 10.00 (v/J)^(1/3): 1.4097 +- 0.0048
shift of c with size: +0.0130
meeting radius / Rc: 0.9811, bounds 0.8812 to 1.0685
inputs: h = 0.3 nm, J = 0.002 nm^-2 s^-1, v = 2000 nm/s, T = 750 K
Rc = 68.28 nm; meeting radius = 66.99 nm
radius for P1 = 1/2: 62.62 nm
plateau axial rate: 8.458 nm/s = 30.45 um/h
R (nm) | N | layers per nucleus | std error | rate (nm/s) | P1
   10 | 0.00314 | 0.99717 | 0.00004 | 0.1880 | 0.9972
   20 | 0.02513 | 0.97789 | 0.00010 | 0.7373 | 0.9775
   40 | 0.20106 | 0.85074 | 0.00030 | 2.5658 | 0.8339
   80 | 1.60850 | 0.46355 | 0.00036 | 5.5921 | 0.2386
  160 | 12.86796 | 0.15222 | 0.00021 | 7.3452 | 0.0000
  320 | 102.94371 | 0.04222 | 0.00014 | 8.1493 | 0.0000
  640 | 823.54966 | 0.01075 | 0.00004 | 8.2998 | 0.0000
local exponent 10 to 20 nm: 1.972
local exponent 20 to 40 nm: 1.799
local exponent 40 to 80 nm: 1.124
local exponent 80 to 160 nm: 0.393
local exponent 160 to 320 nm: 0.150
local exponent 320 to 640 nm: 0.026
R=20 nm: nuclei per second 2.5133 s^-1, mean wait 0.3979 s
R=20 nm: mean spreading time 16.667 ms
R=20 nm: uncorrected R^2 rate 0.7540 nm/s, first-order 0.7368 nm/s
rough inputs: drive 0.1 eV/atom, critical nucleus 10 atoms, barrier 1.000 eV
rough inputs: atom volume 0.02 nm3, tension 1.0 J/m2, dissolved fraction 0.2
kT = 0.06463 eV; Laplace shift at 20 nm = 0.01248 eV/atom
exponent added by Laplace pressure at 20 nm: 1.93
share of dissolved atoms used by one layer: 20 nm 0.1125, Rc 0.0330
J after / before one layer, no refill: 20 nm 0.274, Rc 0.710
share of dissolved atoms in excess of equilibrium: 0.787
barrier drop for rim strip of 0.4 nm to match facet at 20 nm: 0.208 eV
hexagon / equal-area disc, mean pair distance: 1.0052
Rc factor if v is doubled: 1.2599
tests ok
```
